# Fourier's law in a harmonic chain with self-consistent reservoirs

Anyone who computes the thermal conductivity of a chain of atoms with a thermostat must decide which atoms to thermostat, and how strongly. Suppose the forces are harmonic, every atom has its own Langevin thermostat, and the interior thermostats are set to exchange no energy on average. Then the heat current through a long chain falls as the inverse of the length, and a conductivity can be read off. That conductivity is inversely proportional to the chosen friction, so it describes the chain together with its thermostats. It can stand for a material only if the friction represents a scattering rate known from elsewhere.

## Model and stationary equations

The chain has $N$ classical atoms of mass $m$ and spacing $a$. Springs $m\omega_0^2$ join neighbours, and join the end atoms to fixed walls. An on-site spring $m\nu^2\omega_0^2$, with $\nu>0$, holds each atom. Reservoir $i$ exerts a friction force $-m\gamma v_i$ and white noise at temperature $T_i$. The end temperatures $T_1=T_L$ and $T_N=T_R$ are imposed. Each interior $T_i$ is chosen so that its reservoir exchanges no energy on average; instantaneous exchange still fluctuates. The claim is that, for $N\to\infty$ at fixed $\gamma>0$, Fourier's law holds with

$$\kappa=\frac{k_Ba\,\omega_0^2}{\gamma\left[2+\nu^2+\sqrt{\nu^2(\nu^2+4)}\right]} .$$

This is the conductivity of a single chain, in W m/K. From here on $m=\omega_0=k_B=a=1$. The force matrix $\Phi$ has $2+\nu^2$ on its diagonal and $-1$ beside it, and

$$dq=v\,dt,\qquad dv_i=-(\Phi q)_i\,dt-\gamma v_i\,dt+\sqrt{2\gamma T_i}\,dW_i .$$

Let $X=\langle qq^T\rangle$, $Z=\langle qv^T\rangle$, $Y=\langle vv^T\rangle$ and $\Theta=\mathrm{diag}(T_i)$. Setting the time derivatives of $X$, $Z$ and $Y$ to zero gives, in turn,

$$Z+Z^T=0,\qquad Y=X\Phi+\gamma Z,\qquad [Z,\Phi]=2\gamma(Y-\Theta). \tag{1}$$

In the third equation the forces contribute $-\Phi Z-Z^T\Phi$, which equals $Z\Phi-\Phi Z$ because $Z^T=-Z$.

Reservoir $i$ supplies the mean power $\gamma(T_i-Y_{ii})$, so zero exchange means $Y_{ii}=T_i$. Atom $l$ exerts the force $q_l-q_{l+1}$ on atom $l+1$. The power passed to the right is

$$J=\langle(q_l-q_{l+1})v_{l+1}\rangle=Z_{l,l+1}, \tag{2}$$

since the antisymmetric $Z$ has a zero diagonal.

## First derivation: solve for a uniform gradient

Take an infinite chain with $T_n=T_0-gn$, that is $\Theta=T_0-g\,n$ with $n$ the diagonal matrix of site numbers. Far away these temperatures become negative. Equations (1) are linear, and for $\nu>0$ distant reservoirs have exponentially small influence, so the solution describes a long finite region of positive temperature.

The current should be the same everywhere, so try a $Z$ whose elements depend on $i-j$ alone. Such a matrix commutes with $\Phi$, and the third equation in (1) gives $Y=\Theta$: zero exchange holds at every site. The second equation gives

$$X=(\Theta-\gamma Z)\Phi^{-1}.$$

$X$ must be symmetric. Its transpose is $\Phi^{-1}(\Theta+\gamma Z)$, so

$$\Theta\Phi^{-1}-\Phi^{-1}\Theta=\gamma(Z\Phi^{-1}+\Phi^{-1}Z)=2\gamma\,\Phi^{-1}Z .$$

Multiplying from the left by $\Phi$ gives

$$Z=\frac{1}{2\gamma}\left(\Phi\Theta\Phi^{-1}-\Theta\right)=\frac{1}{2\gamma}[\Phi,\Theta]\Phi^{-1}=\frac{g}{2\gamma}\,C\,\Phi^{-1},\qquad C=[n,\Phi].$$

Since $C_{ij}=(i-j)\Phi_{ij}$, its nonzero elements are $C_{l,l+1}=+1$ and $C_{l+1,l}=-1$. Thus $Z$ depends on $i-j$ alone and is antisymmetric, as assumed, and all of (1) is satisfied. The solution is unique among covariances growing at most as a power of distance: the difference of two solutions would have to be stationary under the noise-free damped motion, which makes it decay.

The inverse of $\Phi$ has elements

$$h_r=\frac{e^{-\mu|r|}}{2\sinh\mu},\qquad 2\cosh\mu=2+\nu^2,\quad \mu>0 .$$

Indeed $2\cosh\mu\,h_r-h_{r+1}-h_{r-1}$ vanishes for $r\neq0$ and equals $(2\cosh\mu-2e^{-\mu})/(2\sinh\mu)=1$ for $r=0$. Equation (2) now gives

$$J=\frac{g}{2\gamma}(h_0-h_2)=\frac{g}{2\gamma}\,\frac{1-e^{-2\mu}}{2\sinh\mu}=\frac{g}{2\gamma}e^{-\mu}.$$

As $g=-dT/dx$, the conductivity is

$$\kappa=\frac{e^{-\mu}}{2\gamma},\qquad e^{\mu}=\cosh\mu+\sinh\mu=\tfrac12\left[2+\nu^2+\sqrt{\nu^2(\nu^2+4)}\right], \tag{3}$$

which is the stated formula.

## Second derivation: a network of reservoirs

**Response.** Return to the finite chain. Transposing $Y=X\Phi+\gamma Z$ gives $Y=\Phi X-\gamma Z$. The difference and the sum are

$$X\Phi-\Phi X=-2\gamma Z,\qquad 2Y=X\Phi+\Phi X .$$

Let $\phi_a(i)$ be the normal modes, with frequencies $\omega_a$, and set $S=\omega_a^2+\omega_b^2$, $D=\omega_b^2-\omega_a^2$. In the mode basis $Z_{ab}=-DX_{ab}/2\gamma$ and $Y_{ab}=SX_{ab}/2$. The last equation in (1) becomes

$$-\frac{D^2}{2\gamma}X_{ab}=2\gamma\left(\frac S2X_{ab}-\Theta_{ab}\right),$$

so that

$$Y_{ab}=F_{ab}\Theta_{ab},\qquad F_{ab}=\frac{2\gamma^2S}{2\gamma^2S+D^2}.$$

Back in the site basis,

$$\langle v_i^2\rangle=\sum_jM_{ij}T_j,\qquad M_{ij}=\sum_{ab}\phi_a(i)\phi_b(i)F_{ab}\phi_a(j)\phi_b(j).$$

$M$ is symmetric. Its rows sum to one, because $\sum_j\phi_a(j)\phi_b(j)=\delta_{ab}$ and $F_{aa}=1$.

The same response follows from the noise spectrum $2\gamma T_j$:

$$M_{ij}=\frac{\gamma}{\pi}\int_{-\infty}^{\infty}\omega^2|G_{ij}|^2d\omega,\qquad G=(\Phi-\omega^2-i\gamma\omega)^{-1}.$$

With $2\cosh\lambda=2+\nu^2-\omega^2-i\gamma\omega$ and $i\le j$,

$$G_{ij}=\frac{\sinh(\lambda i)\sinh[\lambda(N+1-j)]}{\sinh\lambda\,\sinh[\lambda(N+1)]}.$$

For real $\omega$ the quantity $2\cosh\lambda$ never lies in $[-2,2]$: it is complex for $\omega\ne0$ and exceeds 2 at $\omega=0$. Hence $\mathrm{Re}\,\lambda>0$. It grows at large $|\omega|$, so it has a positive minimum. Every $M_{ij}$ is therefore positive and decays exponentially with $|i-j|$. Far from the walls $M_{ij}$ tends to a bulk value $M_{|i-j|}$, with exponentially small corrections.

**Network.** Reservoir $i$ supplies $\sum_jg_{ij}(T_i-T_j)$, where $g_{ij}=\gamma M_{ij}$. This is a resistor network with positive conductances. If two interior profiles satisfied the conditions, their difference $\delta$ would vanish at the ends and obey $\frac12\sum_{ij}g_{ij}(\delta_i-\delta_j)^2=0$, hence $\delta=0$. Uniqueness of this finite linear system also implies existence.

**Conductivity.** Suppose the bulk profile has slope $-g$. A pair at separation $r$ carries $\gamma M_r\,gr$, and $r$ such pairs cross a given cut, so

$$\kappa=\gamma\sum_{r>0}r^2M_r . \tag{4}$$

For plane waves $k\pm p/2$, $D^2=(4\sin k\sin\frac p2)^2$ and $S=2(2+\nu^2)-4\cos k\cos\frac p2$. With $\omega^2=2+\nu^2-2\cos k$ and $\omega'=d\omega/dk=\sin k/\omega$, small $p$ gives $D^2\simeq4p^2\omega^2\omega'^2$ and $S\simeq2\omega^2$. Hence

$$\sum_rM_re^{ipr}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}F=1-\frac{p^2}{\gamma^2}\langle\omega'^2\rangle_k+\dots$$

The left side is $1-\frac{p^2}{2}\sum_rr^2M_r+\dots$, and half of the second moment comes from $r>0$. Therefore

$$\kappa=\frac{\langle\omega'^2\rangle_k}{\gamma}. \tag{5}$$

To evaluate the average, use $1/\omega^2=\sum_nh_ne^{ikn}$ and $\sin^2k=(1-\cos2k)/2$. Then $\langle\omega'^2\rangle_k=(h_0-h_2)/2=e^{-\mu}/2$, which reproduces (3).

An underdamped mode loses energy at rate $\gamma$, so (5) is the kinetic formula with lifetime $1/\gamma$. The expansion was in $p$, not in $\gamma$. The formula therefore survives at large friction, where some modes no longer oscillate.

**Finite chain.** Write $\Delta T=T_L-T_R$ and $R_N=\Delta T/J$, and define

$$\varphi_l=\frac1\kappa\sum_{i\le l<j}g_{ij}(j-i).$$

By (4), $\varphi_l$ approaches 1 exponentially away from the ends.

The true profile minimizes $E=\frac12\sum_{ij}g_{ij}(T_i-T_j)^2$ at fixed end temperatures, with minimum $J\Delta T$. A pair $i<j$ crosses $j-i$ cuts, so $\sum_{i<j}g_{ij}(j-i)^2=\kappa\sum_l\varphi_l$. A linear trial profile gives

$$R_N\ge\frac{(N-1)^2}{\kappa\sum_l\varphi_l}.$$

Conversely, $R_N$ is the minimum of $\sum_{i<j}f_{ij}^2/g_{ij}$ over flows carrying unit current from site 1 to site $N$: a variation $h$ that conserves current at every site has zero cross term, $\sum_{i<j}(T_i-T_j)h_{ij}=0$. Choose $f_{ij}=g_{ij}(j-i)/\kappa$ and send the missing $1-\varphi_l$ through bond $(l,l+1)$. Every cut then carries unit current. The square contributes $\sum_l\varphi_l/\kappa$, the cross term $2\sum_l(1-\varphi_l)/\kappa$, and the correction its own square:

$$R_N\le\frac{N-1}{\kappa}+\sum_l\frac{1-\varphi_l}{\kappa}+\sum_l\frac{(1-\varphi_l)^2}{g_{l,l+1}} .$$

Neighbour conductances stay above a positive constant as $N$ grows, so both sums remain bounded. Thus $R_N=(N-1)/\kappa+O(1)$, which is Fourier's law.

The linear trial exceeds the minimum of $E$ by $O(\Delta T^2/N^2)$. This excess equals $E$ evaluated for the deviation $\delta$, which vanishes at the ends. Summing neighbour differences and using the Cauchy–Schwarz inequality gives $|\delta_i|=O(\Delta T/\sqrt N)$, so the profile becomes linear.

## A chain of one hundred atoms

Take $\nu=1$, $\gamma=0.5\,\omega_0$, $N=100$, $T_L=310$ K and $T_R=290$ K. Then

$$\kappa=\frac{1}{0.5(3+\sqrt5)}=0.38197\;k_Ba\omega_0 .$$

The bulk responses $M_1,\dots,M_4$ are 0.12933, 0.04569, 0.01770 and 0.00716. Inserted in (4), they give $0.5(0.1293+0.1828+0.1593+0.1146)=0.293$, or 77% of $\kappa$. The rest comes from more distant pairs.

The bulk resistance is $99/0.381966=259.19$ and the computed total is 263.86, both in $1/(k_B\omega_0)$. The difference, 4.67, is the contact part. The bounds are 262.27 and 265.57. Between sites 25 and 75 the temperature falls from 305.060 to 295.138 K, or 0.1984 K per site. This agrees with $J/\kappa=20/(263.86\times0.38197)=0.1984$ K.

With $\omega_0=5\times10^{12}$ s$^{-1}$ and $a=0.5$ nm, the current is $k_B\omega_0(20\ \mathrm K)/263.86=5.23\times10^{-12}$ W. The conductivity is $1.32\times10^{-20}$ W m/K for one chain, or 0.053 W/(m K) for one chain per area $a^2$.

Removing the interior reservoirs, with $\gamma$ and $\nu$ unchanged, gives $J/\Delta T=0.1459\,k_B\omega_0$ at each of $N=20$, 40 and 80: ballistic transport. With all reservoirs present it falls from 0.01838 to 0.00937 and 0.00473. The largest deviation from a linear profile falls from 3.8% to 2.1% and 1.1% of $\Delta T$, faster than the bound requires.

## What each derivation assumes

The first derivation assumes a uniform gradient in an infinite chain. In return it gives the local covariances with little algebra, and shows that velocities on different sites are uncorrelated there. It does not show that a finite chain between two end reservoirs develops such a gradient. The second derivation supplies that proof, bounds on the contact resistance and the kinetic meaning of $\kappa$. It needs positive conductances, and its bounds use their exponential decay. Both rest on harmonic forces, classical white noise and equal friction at all sites.

**Weak friction at fixed length.** The formula diverges as $\gamma\to0$, but the current of a given chain does not. Once $\gamma^2S\ll D^2$ for every pair of distinct modes, $F_{ab}\to\delta_{ab}$ and $M_{ij}\to\sum_a\phi_a(i)^2\phi_a(j)^2$. Mirror symmetry makes $M_{i1}=M_{iN}$, so all interior reservoirs sit at the mean temperature. Since $M_{11}=M_{1N}$, the interior elements of the first row sum to $1-2M_{1N}$, and

$$J=\gamma\left[M_{1N}\Delta T+(1-2M_{1N})\frac{\Delta T}{2}\right]=\frac{\gamma\Delta T}{2}.$$

For $N=20$ and $\gamma=10^{-5}\omega_0$ the computed $J/(\gamma k_B\Delta T)$ is 0.50000. Using $\kappa/(N-1)$ there would overestimate the current by a factor of about $2\times10^8$.

**No on-site spring.** As $\nu\to0$, (3) tends to $1/(2\gamma)$, but the decay of $M_r$ is no longer exponential. At low frequency $\lambda^2\simeq-i\gamma\omega$, hence $|G_r|^2\simeq e^{-r\sqrt{2\gamma|\omega|}}/(4\gamma|\omega|)$. With $u=\sqrt{2\gamma\omega}$,

$$M_r\simeq\frac1{2\pi}\int_0^\infty\omega e^{-r\sqrt{2\gamma\omega}}d\omega=\frac{1}{4\pi\gamma^2}\int_0^\infty u^3e^{-ru}du=\frac{3}{2\pi\gamma^2r^4}.$$

The second moment remains finite, but the proof above does not cover this case. For $\gamma=0.5\,\omega_0$ the formula gives 1. The resistance increase from 50 to 100 sites gives 0.983, and from 100 to 200 sites 0.991, consistent with slower convergence to the same limit.

**Real materials.** The example's energy lifetime, $1/\gamma=0.4$ ps, is short compared with the picoseconds or longer of many lattice vibrations in crystals near room temperature. This is one reason for its low conductivity. Another is the heat capacity: one chain per area $a^2$ has only $k_B/a^3=1.1\times10^5$ J/(m³ K), whereas a classical solid with $5\times10^{28}$ atoms per m³ has $2.1\times10^6$ J/(m³ K). With the rms group velocity $0.437\,a\omega_0$, the mean free path is only $0.87\,a$, below one spacing, where a phonon-gas picture would not apply to a real crystal. A lifetime ten times longer, with all else fixed, would raise $\kappa$ tenfold, but the current through the 100-atom chain only about fourfold: the resistance becomes 66.5, of which 25.9 is bulk and the rest contact. The on-site spring suits a chain held by a substrate; a free crystal has none, and removing it here raises $\kappa$ by a factor of 2.6. The unpinned model is still not a free chain: the friction $-m\gamma v_i$ acts against a fixed frame and destroys momentum, and this keeps $\kappa$ finite. If the interior reservoirs damp only the relative velocity of neighbours, the damping rate of long waves vanishes as $k^2$, and the apparent conductivity of the unpinned chain grows by about $\sqrt2$ at each doubling of the length between 15 and 120 sites. Classical statistics matter little for this soft chain, whose band top lies at 1.8 THz: for the highest mode $x=\hbar\omega/k_BT_R=0.294$, and the heat capacity of an isolated oscillator is lowered by about $x^2/12=0.7\%$. This does not carry over to stiff lattices: with $\omega_0=4\times10^{13}$ s$^{-1}$ (band top 14 THz) and the same $\gamma/\omega_0$, $x=2.4$, and weighting each frequency with the quantum heat capacity lowers $\kappa$ by about 20%. The gravest simplification is the scattering itself. Anharmonic collisions have rates that depend on the mode and conserve the energy of the lattice at every instant, whereas the interior reservoirs conserve it only on average, in the steady state, and apply the same friction coefficient to every mode. The model cannot say how far this shifts the conductivity of a given material.

## Table of computed values

```
nu^2 = 1.0, gamma = 0.5 w0, N = 100
T_L = 310 K, T_R = 290 K
w0 = 5.0e+12 1/s, a = 0.5 nm
hbar*w_top/(kB*T_R) = 0.294
mean squared group velocity = 0.190983 (a w0)^2
kappa, closed form = 0.381966 kB a w0
kappa, second moment = 0.381966 kB a w0
bulk M_0 = 0.589892
bulk M_1 = 0.129325
bulk M_2 = 0.045692
bulk M_3 = 0.017702
bulk M_4 = 0.007161
resistance R_N = 263.8576 1/(kB w0)
lower bound = 262.2654 1/(kB w0)
upper bound = 265.5670 1/(kB w0)
(N-1)a/kappa = 259.1854 1/(kB w0)
contact part = 4.6722 1/(kB w0)
reservoir T at site 1 = 310.000 K
reservoir T at site 2 = 309.624 K
reservoir T at site 3 = 309.426 K
reservoir T at site 25 = 305.060 K
reservoir T at site 50 = 300.099 K
reservoir T at site 51 = 299.901 K
reservoir T at site 75 = 295.138 K
reservoir T at site 99 = 290.376 K
reservoir T at site 100 = 290.000 K
heat current = 5.2326e-12 W
kappa of one chain = 1.3184e-20 W m/K
kappa/a^2 = 0.0527 W/(m K)
gamma/w0; kappa from R_120-R_60; formula (kB a w0)
0.2; 0.954915; 0.954915
0.5; 0.381966; 0.381966
1.0; 0.190983; 0.190983
3.0; 0.063661; 0.063661
N; J/dT all baths; J/dT end baths (kB w0); max dev./dT
20; 0.018377; 0.145898; 0.03841
40; 0.009365; 0.145898; 0.02076
80; 0.004728; 0.145898; 0.01077
N=20, gamma=1e-05 w0: J/(gamma kB dT) = 0.50000
nu=0 kappa, formula = 1.00000 kB a w0
nu=0 kappa, N 50 to 100 = 0.98258 kB a w0
nu=0 kappa, N 100 to 200 = 0.99124 kB a w0
nu=0 M_80: integral 4.7512e-08, tail law 4.6627e-08
```
